\section*{Critical Dipole Moment for Electron Binding by a Fixed Point Dipole}

\section{Physical situation and model}

A slow electron near a neutral polar molecule, such as hydrogen fluoride in an etching plasma, is attracted towards the positive end of the molecule and repelled from the negative end. The angular average of this potential is zero. Binding therefore requires the electron to concentrate on the attractive side, which costs angular kinetic energy. The question is how large the dipole moment must be for the attraction to win.

Take an infinitely heavy, non-rotating point dipole $\mathbf p$ at the origin, directed from negative to positive charge, with $\theta$ measured from $\mathbf p$. For an electron of charge $-e$ the potential energy is $-ep\cos\theta/(4\pi\varepsilon_0r^2)$. In atomic units, with $\mu=p/(ea_0)$,
\begin{equation}
H=-\tfrac12\nabla^2-\frac{\mu\cos\theta}{r^2},\qquad \alpha=2\mu .
\end{equation}
Both terms scale as $r^{-2}$, so the model contains no length and the threshold can depend on $\alpha$ alone.

A boundary condition at $r=0$ is also needed. Here $H$ is defined by its energy integral on functions vanishing near the origin, and by limits of such functions with finite energy. Other boundary conditions represent an additional short-range force and can bind at smaller moments.

\section{Separation and the value $-1/4$}

Write $\psi=u(r)Y(\theta)/r$. Since $\nabla^2\psi=(u''-L^2u/r^2)Y/r$, multiplying $H\psi=E\psi$ by 2 gives
\begin{align}
(L^2-\alpha\cos\theta)Y&=\gamma Y,\label{ang}\\
-u''+\gamma u/r^2&=2Eu.\label{rad}
\end{align}
Let $\gamma(\alpha)$ be the lowest angular eigenvalue. Put $u=\sqrt r\,f(x)$ with $x=\ln r$. Then $u'=r^{-1/2}(f/2+f_x)$, and a second derivative gives
\begin{equation}
u''=r^{-3/2}\left[-\tfrac12\left(\tfrac f2+f_x\right)+\tfrac12f_x+f_{xx}\right]
=r^{-3/2}\left(f_{xx}-\tfrac14f\right).
\end{equation}
With $E=-\kappa^2/2$, equation (\ref{rad}) becomes
\begin{equation}
f_{xx}=\left(\gamma+\tfrac14+\kappa^2r^2\right)f.\label{log}
\end{equation}
The $1/4$ is the radial kinetic cost of confinement at a distance $r$. At zero energy $f$ oscillates in $\ln r$ if $\gamma<-1/4$, and otherwise it does not. The next two arguments turn this change into a statement about binding.

\subsection{No binding for $\gamma\ge-1/4$}

A zero-energy solution is
\begin{equation}
\psi_0=r^{-1/2+\nu_0}Y(\theta),\qquad \nu_0=\sqrt{\gamma+1/4}.
\end{equation}
It is positive, because the lowest angular eigenfunction has no node. Write a real trial function as $\phi=\psi_0g$. Expanding the square gives
\begin{equation}
|\nabla\phi|^2=\psi_0^2|\nabla g|^2+\nabla\psi_0\cdot\nabla(\psi_0g^2).
\end{equation}
Integrate the last term by parts and use $\nabla^2\psi_0=2V\psi_0$. It becomes $-2\int V\phi^2$, which cancels the potential energy:
\begin{equation}
\int\left(\tfrac12|\nabla\phi|^2+V\phi^2\right)d^3r
=\tfrac12\int\psi_0^2|\nabla g|^2d^3r\ge0.\label{pos}
\end{equation}
No negative energy exists. Zero energy would require constant $g$, but $\psi_0$ is not normalizable at large $r$. A hard core merely restricts the trial functions, so it cannot create a bound state either.

\subsection{Binding for $\gamma<-1/4$}

Define $s=\sqrt{-\gamma-1/4}$. For $u$ confined to a shell, $ff_x$ integrates to zero and the energy integral is
\begin{equation}
\tfrac12\int\left(u'^2+\frac{\gamma u^2}{r^2}\right)dr
=\tfrac12\int(f_x^2-s^2f^2)\,dx.
\end{equation}
On $a<r<ae^{\Lambda}$ choose $f=\sin[\pi\ln(r/a)/\Lambda]$. The result is
\begin{equation}
\frac{\Lambda}{4}\left(\frac{\pi^2}{\Lambda^2}-s^2\right),\label{shell}
\end{equation}
which is negative if $\Lambda>\pi/s$. Outside any hard core there is room for infinitely many disjoint shells of this kind. They have no cross terms in the energy, so by the variational principle there are infinitely many bound states.

Without a core, let $a\to0$. Expression (\ref{shell}) stays fixed, while the norm $\int u^2dr=\int r^2f^2dx$ falls as $a^2$. The energy per unit norm tends to $-\infty$: the bare point dipole has no lowest level, and the energy integral no longer selects a boundary condition at $r=0$. The threshold is a property of the point dipole, but level energies need a short-range length.

\section{The critical angular eigenvalue}

In normalized Legendre functions, $L^2$ has diagonal elements $l(l+1)$, and
\begin{equation}
\langle l+1|\cos\theta|l\rangle=\frac{l+1}{\sqrt{(2l+1)(2l+3)}}.
\end{equation}
For fixed $Y$, the expectation value of $L^2-\alpha\cos\theta$ is linear in $\alpha$. Its minimum $\gamma(\alpha)$ is therefore concave. It starts at $\gamma(0)=0$ with zero slope and is negative for $\alpha>0$, so it decreases without limit and crosses $-1/4$ once.

At the crossing, $l(l+1)+1/4=(l+1/2)^2$. With $C$ the matrix of $\cos\theta$, equation (\ref{ang}) reads $(l+\tfrac12)^2c_l=\alpha\sum_{l'}C_{ll'}c_{l'}$. Set $c_l=d_l/(l+\tfrac12)$ and divide by $\alpha(l+\tfrac12)$:
\begin{equation}
Kd=\frac1\alpha d,\qquad
K_{l,l+1}=\frac{4(l+1)}{[(2l+1)(2l+3)]^{3/2}}.\label{K}
\end{equation}
Thus $1/\alpha_c$ is the largest eigenvalue of a symmetric tridiagonal matrix with zero diagonal. No search in $\alpha$ is needed.

Two terms give $1/\alpha^2=K_{01}^2=16/27$, or $\alpha=1.29904$. Three terms give
\begin{equation}
\frac1{\alpha^2}=K_{01}^2+K_{12}^2=\frac{16}{27}+\frac{64}{3375}=\frac{2064}{3375},
\qquad \alpha=1.27874.
\end{equation}
Enlarging the matrix can only raise its largest eigenvalue, so these values approach $\alpha_c$ from above. Four and five terms give $1.2786299$ and $1.2786298$; the converged value is $\alpha_c=1.27863$.

A power series supplies an independent test. With $t=(1-\cos\theta)/2$, equation (\ref{ang}) is $[t(1-t)Y']'+[\gamma+\alpha(1-2t)]Y=0$. Inserting $Y=\sum c_nt^n$, with $c_0=1$ and $c_{-1}=0$, gives
\begin{equation}
(n+1)^2c_{n+1}=[n(n+1)-\gamma-\alpha]c_n+2\alpha c_{n-1}.
\end{equation}
The solution regular at the other pole follows from $\alpha\to-\alpha$. Matching logarithmic derivatives at the equator with $\gamma=-1/4$ gives the same $\alpha_c$ to within $10^{-9}$.

Since $\mu=\alpha/2$ and $ea_0=2.541746$ D,
\begin{equation}
p_c=\frac{\alpha_c}{2}ea_0=0.639315\times2.541746\ \mathrm D=1.625\ \mathrm D,
\end{equation}
or $5.420\times10^{-30}$ C\,m. For comparison, second-order perturbation theory has squared coupling $\alpha^2/3$ and energy gap 2, so $\gamma\simeq-\alpha^2/6$. This would put the threshold at $1.556$ D, about 4\% below the full result.

The next angular channels reach $-1/4$ at $9.64$ D (lowest $|m|=1$) and $19.18$ D (second $m=0$). Just above $p_c$ a single channel binds.

The threshold was also tested without imposing the condition $\gamma=-1/4$. The coupled radial equations were solved between hard walls at $r_0$ and $R$, with $\ln(R/r_0)=300$, and negative levels were counted. There were none at $0.995p_c$ and four at $1.005p_c$. Equation (\ref{log}) predicts one level for each integer $k\ge1$ below $s\ln(R/r_0)/\pi=4.60$, hence four.

\section{Two charges at finite separation}

Place $+q$ and $-q$ a distance $D$ apart, with $\mu=qD$, and let $r_+$ and $r_-$ be the electron's distances from them. Define $\xi=(r_++r_-)/D$ and $\eta=(r_+-r_-)/D$. Then $r_\pm=D(\xi\pm\eta)/2$ and
\begin{equation}
V=-\frac q{r_+}+\frac q{r_-}=\frac{q(r_+-r_-)}{r_+r_-}
=\frac{4q\eta}{D(\xi^2-\eta^2)}.
\end{equation}
For axially symmetric functions the Laplacian is
\begin{equation}
\nabla^2=\frac{4}{D^2(\xi^2-\eta^2)}
\left[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta\right].
\end{equation}
Multiplying $(-\frac12\nabla^2+V)\psi=0$ by $-D^2(\xi^2-\eta^2)/2$ gives
\begin{equation}
\left[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta-\alpha\eta\right]\psi=0.
\end{equation}
The $\eta$ part, with $\eta=-\cos\theta$, is the angular equation (\ref{ang}). Hence $\psi=P_\nu(\xi)Y(-\eta)$, where $Y$ is regarded as a function of $\cos\theta$, and $\nu(\nu+1)=\gamma$.

For $\gamma\ge-1/4$, $\nu$ is real and
\begin{equation}
P_\nu(\xi)=\frac1\pi\int_0^\pi\left(\xi+\sqrt{\xi^2-1}\cos\varphi\right)^\nu d\varphi>0 .
\end{equation}
This positive solution excludes negative energies through (\ref{pos}). For $\gamma<-1/4$, use the trial shells at large $a$: the potential differs from that of a point dipole by terms of order $r^{-4}$, which change (\ref{shell}) by order $a^{-2}$. The shells still bind. The critical moment is thus the same for every separation $D$.

The second argument also holds for any fixed, neutral, static charge distribution of finite extent with $p>p_c$, since a quadrupole changes (\ref{shell}) by order $a^{-1}$. The first does not generalize: short-range attraction can bind an electron below $p_c$.

\section{Level energies above threshold}

Impose $\psi=0$ at $r=r_0$. The decaying solution of (\ref{log}) is $f=K_{is}(\kappa r)$. For small $z$,
\begin{equation}
K_{is}(z)\simeq\operatorname{Re}\left[\Gamma(is)(z/2)^{-is}\right]
=-\frac{|\Gamma(1+is)|}{s}\sin\left[s\ln\frac z2-\varphi_s\right],
\end{equation}
where $\varphi_s=\arg\Gamma(1+is)$ and $\Gamma(is)=\Gamma(1+is)/(is)$ was used. The zeros give
\begin{equation}
\kappa_n=\frac2{r_0}\exp\left(\frac{\varphi_s-n\pi}{s}\right),\quad n=1,2,\ldots,
\qquad \frac{E_{n+1}}{E_n}=e^{-2\pi/s}.\label{levels}
\end{equation}
This requires $\kappa_nr_0\ll1$. The formal value $n=0$ is excluded for small $s$: it gives $\kappa r_0\approx1.1$, whereas (\ref{log}) shows that a decaying solution has no zero at $\kappa r\ge s$.

Near threshold, first-order perturbation theory gives $d\gamma/d\alpha=-\langle\cos\theta\rangle$. The lowest eigenvector of the angular matrix at $\alpha_c$ has $\langle\cos\theta\rangle=0.362$, so
\begin{equation}
s^2\simeq0.362(\alpha-\alpha_c).\label{near}
\end{equation}
The binding energy vanishes as $\exp[-2\pi/\sqrt{0.362(\alpha-\alpha_c)}]$, faster than any power of $\alpha-\alpha_c$.

This matters for numerical work. In a box of outer radius $R$, a negative level requires $s>\pi/\ln(R/r_0)$. Even for $R/r_0=10^6$, equation (\ref{near}) puts the apparent threshold near $1.8$ D. A calculation of $p_c$ should use the angular matrix (\ref{K}), not extrapolate binding energies from a box.

\section{Example: hydrogen fluoride}

Frozen-core CCSD in the aug-cc-pVDZ basis gives a bond length of $0.0922$ nm and a dipole moment of $1.811$ D, which is $1.115p_c$. This level omits connected triple and higher excitations and vibrational averaging, and it carries the error of a finite basis set. At the same bond length, the larger aug-cc-pVTZ basis raises the moment by $0.0054$ D. The bond length is not converged either: re-optimized in aug-cc-pVTZ it shortens to $0.0918$ nm, where the moment is $1.810$ D, so the two changes nearly cancel. The aug-cc-pVDZ moment gives
\begin{equation}
\alpha=\frac{2\times1.8113}{2.541746}=1.4252,\quad
\gamma=-0.30518,\quad s=\sqrt{0.05518}=0.2349.
\end{equation}

Choose a hard core $r_0=0.10$ nm centred on the centre of mass; this is a model parameter, not a property of the molecule. With $\varphi_s/s=-0.555$ and $\pi/s=13.374$,
\begin{equation}
\ln(\kappa_1r_0)=0.693-0.555-13.374=-13.236.
\end{equation}
A grid calculation gives the same value to the digits shown. The binding energy is
\begin{equation}
|E_1|=\frac{\hbar^2}{2mr_0^2}e^{-26.472}=1.2\times10^{-11}\ \mathrm{eV},
\end{equation}
and the decay length is $1/\kappa_1=56\ \mu$m. The next level is weaker by a factor $4\times10^{11}$.

The energy is a poor target for prediction. Raising the moment by $0.05$ D at fixed core radius increases it to $2.8\times10^{-10}$ eV, a factor of 23. Even $0.0054$ D, the change found in aug-cc-pVTZ at the same bond length, raises it by a factor of about 1.5. At the original moment, adding the isotropic polarization attraction (CCSD polarizability $4.88\,a_0^3$) and the quadrupole potential (Hartree--Fock moment $1.75\,ea_0^2$) outside the same core gives $6.5\times10^{-11}$ eV, a factor of about 5. The polarizability is not converged in this basis: aug-cc-pVTZ gives $5.28\,a_0^3$ at the same bond length, which raises this energy to $7.3\times10^{-11}$ eV if the aug-cc-pVDZ moment is kept, and to $1.1\times10^{-10}$ eV if the moment is also raised by $0.0054$ D.

\subsection{Rotation and plasma conditions}

The rotational constant is $B=2.57\times10^{-3}$ eV ($2.59\times10^{-3}$ eV at the aug-cc-pVTZ bond length), about $2\times10^8$ times the binding energy of the fixed-dipole model. Rotation therefore cannot be treated as a small correction. For total angular momentum $J=0$, the wavefunction depends only on $r$ and the angle between electron and dipole. The molecular angular momentum is then opposite to that of the electron, its square is also $L^2$, and the Hamiltonian gains $BL^2$. With $B$ in hartree, the angular operator becomes
\begin{equation}
(1+2Br^2)L^2-\alpha\cos\theta .
\end{equation}
At large $r$ its lowest eigenvalue is approximately $-\alpha^2/[6(1+2Br^2)]$, which tends to zero. The supercritical attraction is cut off. At $2Br^2=1$, or $r\approx3.9$ nm, this estimate is already $-0.17$, above $-1/4$. The available logarithmic width is less than $\ln(3.9/0.10)\approx3.7$, whereas the fixed dipole between hard walls needs $\pi/s\approx13.4$.

A coupled-channel count, with the same core, polarization and quadrupole, confirms the estimate: in a box with $\ln(R/r_0)=22$ there is one bound state for the fixed molecule and none for the rotating molecule at $J=0$. With all other parameters held fixed, binding in this rotating model begins at $2.59$ D. The aug-cc-pVTZ polarizability and rotational constant change this to $2.58$ D. The number depends more strongly on the chosen core ($2.41$ D for $r_0=0.08$ nm, $2.73$ D for $r_0=0.12$ nm) and applies to $J=0$; it is not a universal replacement for $p_c$.

For rough low-pressure etching conditions, take gas at 10 mTorr and 300 K, electron density $10^{10}$ cm$^{-3}$ and electron temperature 3 eV. The gas spacing is $0.15\ \mu$m, far smaller than the $56\ \mu$m decay length, and the Debye length is $129\ \mu$m, of comparable order to it. The thermal energy is $0.026$ eV. The isolated, fixed-dipole state therefore cannot represent a stable negative ion in such a plasma. Giving up just one of the assumptions broken there, the fixed orientation, already removes the state at $J=0$ for an isolated molecule. In plasma chemistry models, $p>p_c$ should not be used by itself as a criterion for forming a negative ion; rotation, short-range forces and electron correlation must be included. The numerical output lists the main computed values, except those for aug-cc-pVTZ and for other core radii.

\section*{Numbers as computed}
\begin{verbatim}
one e*a0 = 2.541746 D
alpha_c with 2 Legendre terms = 1.29903811
alpha_c with 3 Legendre terms = 1.27873939
alpha_c with 4 Legendre terms = 1.27862994
alpha_c with 5 Legendre terms = 1.27862975
alpha_c converged, matrix = 1.27862975
alpha_c from power-series match = 1.27862975
critical moment = 0.639315 e*a0
critical moment = 1.62498 D
critical moment = 5.42034e-30 C m
second-order estimate of critical moment = 1.5565 D
mean cos(theta) at threshold = 0.36174
critical moment, lowest m=1 channel = 9.638 D
critical moment, second m=0 channel = 19.182 D
states in box ln(R/r0)=300 at 0.995 p_c = 0
states in box ln(R/r0)=300 at 1.005 p_c = 4
s*300/pi at 1.005 p_c = 4.60
finite dipole, sign changes for t<20, alpha=1.2: 0
finite dipole, sign changes for t<20, alpha=3.0: 6
HF molecule bond length, CCSD = 0.09223 nm
HF molecule dipole, CCSD = 1.8113 D
HF molecule dipole / critical moment = 1.1147
HF molecule mean polarizability, CCSD = 4.882 a0^3
HF molecule quadrupole, Hartree-Fock = 1.752 e*a0^2
HF molecule alpha = 1.42524
HF molecule gamma = -0.30518
HF molecule s = 0.23491
chosen hard-core radius = 0.10 nm
ln(kappa_1 r0), formula = -13.236
ln(kappa_1 r0), grid = -13.236
ln(kappa_2 r0), formula = -26.610
ln(kappa_2 r0), grid = -26.610
ratio E_1/E_2 = 4.133e+11
fixed-dipole binding energy = 1.213e-11 eV
decay length 1/kappa_1 = 56 um
binding energy with moment raised by 0.05 D = 2.769e-10 eV
binding with polarization and quadrupole = 6.518e-11 eV
rotational constant B = 2.567e-03 eV
thermal energy at 300 K = 0.0259 eV
gas spacing at 10 mTorr = 0.146 um
Debye length at 1e+10 cm^-3, 3 eV = 129 um
bound states in box ln(R/r0)=22, fixed, all terms = 1
bound states in same box, rotating, J=0 = 0
moment needed in this rotating model, J=0 = 2.59 D
\end{verbatim}
